The electron localization function from same-spin pair probability, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the pair density to a localization function

The electron localization function, ELF, is used to picture bonds and lone pairs in molecules and solids, including the chalcogenides of phase-change memory. This problem builds it from the probability of finding two electrons of the same spin close together, and then asks what it says about a single electron.

Atomic units are used: ħ, the electron mass and the elementary charge equal one, and the unit of length is the bohr. The electronic state is a single Slater determinant, that is, a mean-field state, unless another state is named. Fix one spin direction and let ψ_1, ..., ψ_N be the orthonormal spatial orbitals occupied with that spin. They may be complex. The symbols ρ, τ and j refer to this spin alone:

ρ(r) = Σ_i |ψ_i(r)|²

τ(r) = Σ_i |∇ψ_i(r)|²

j(r) = Im Σ_i ψ_i*(r) ∇ψ_i(r)

Here ρ is the density, τ is twice the positive kinetic-energy density, since no factor ½ is included, and j is the particle current density without a magnetic field. The one-particle density matrix is

γ(r,r') = Σ_i ψ_i(r) ψ_i*(r'), with γ(r,r) = ρ(r).

Numerical illustrations use the orbitals of H2+, with the protons clamped 2.0 bohr apart at z = −1 and z = +1 bohr. The orbitals are expanded in the aug-cc-pVTZ basis. The lowest one, σ_g, is even under reflection in the plane z = 0; the next, σ_u, is odd. Above them lies a degenerate pair of π orbitals.

### (a) The same-spin pair density

Let P(r,r') be the density of ordered pairs of electrons with the chosen spin, one at r and the other at r'. Express it through ρ and γ. Then find how many other electrons of that spin are present when one is known to be at r.

**Solution.** Let the whole determinant contain M electrons of either spin in orthonormal spin-orbitals χ_i(x), where x stands for position and spin:

Ψ = (M!)^(−1/2) Σ_π sgn(π) χ_π(1)(x_1) χ_π(2)(x_2) ... χ_π(M)(x_M).

The sum runs over all permutations π. There are M(M − 1) ways to choose an ordered pair of electrons, so

P(x_1,x_2) = M(M − 1) ∫ |Ψ|² dx_3 ... dx_M.

The square |Ψ|² is a double sum over permutations π and π'. Orthonormality makes the integral over x_k equal to one if π(k) = π'(k), and zero otherwise, for each k from 3 to M. The two permutations therefore leave the same two labels, i and j, for electrons 1 and 2. Either they assign them in the same order, with sign +1, or in opposite order, with sign −1. For a given ordered pair of labels, the remaining labels can be arranged in (M − 2)! ways. The prefactor is

M(M − 1)(M − 2)!/M! = 1,

and hence

P(x_1,x_2) = Σ_{i≠j} [ |χ_i(x_1)|² |χ_j(x_2)|² − χ_i(x_1) χ_i*(x_2) χ_j(x_2) χ_j*(x_1) ].

For i = j the two terms in the bracket are equal and cancel, so the restriction i ≠ j may be dropped. Now set both spins to the chosen direction. Spin-orbitals of the other spin vanish there, and what remains is

P(r,r') = ρ(r) ρ(r') − γ(r,r') γ(r',r).

Since γ(r',r) is the complex conjugate of γ(r,r'),

P(r,r') = ρ(r) ρ(r') − |γ(r,r')|².    (1)

The first term would describe independent electrons, counted without removing the electron from its own surroundings. The second removes that self-pair and enforces the Pauli principle.

Dividing by ρ(r) gives the conditional density, the density at r' when one electron is known to be at r:

P_c(r,r') = P(r,r')/ρ(r) = ρ(r') − |γ(r,r')|²/ρ(r), for ρ(r) > 0.

To count the other electrons, integrate over r'. The first term gives N. In the second, orthonormality gives

∫ |γ(r,r')|² dr' = Σ_{ij} ψ_i(r) ψ_j*(r) ∫ ψ_i*(r') ψ_j(r') dr' = Σ_i |ψ_i(r)|² = ρ(r).

Thus ∫ P_c(r,r') dr' = N − 1, as it must be when one of the N electrons has been located.

For a check that does not start from equation (1), fill σ_g, σ_u and one complex π orbital with three electrons of the same spin. Integrating the explicit squared determinant over the third electron gives a pair density whose ratio to equation (1) is 1.000000 at the chosen pair of points. The conditional density integrates to 2.00000.

### (b) Two electrons at short distance

Show that P cannot be negative. Then find the leading behaviour of the spherical average of P_c(r,r+s) as the distance s = |s| tends to zero.

**Solution.** Consider the sum

½ Σ_{ij} |ψ_i(r) ψ_j(r') − ψ_j(r) ψ_i(r')|².

Expanding the square gives three kinds of term. The first, |ψ_i(r)|² |ψ_j(r')|², sums to ρ(r)ρ(r'). The second is the same with i and j exchanged and has the same sum. The cross term is

−2 Re [ ψ_i(r) ψ_i*(r') ψ_j(r') ψ_j*(r) ],

which sums to −2|γ(r,r')|². With the factor ½, the total is ρ(r)ρ(r') − |γ(r,r')|², which is P. The terms with i = j vanish, and each pair with i ≠ j occurs twice, so

P(r,r') = Σ_{i<j} |ψ_i(r) ψ_j(r') − ψ_j(r) ψ_i(r')|² ≥ 0.    (2)

At r' = r each difference vanishes: two electrons of the same spin are not found at one point.

Now put r' = r + s and assume that the orbitals are smooth near r. A nucleus, where a Coulomb potential makes an orbital have a cusp, is excluded and can be approached as a limit. Taylor expansion gives

ψ_i(r) ψ_j(r+s) − ψ_j(r) ψ_i(r+s) = s·A_ij + ½ Σ_{ab} s_a s_b B_ij,ab + O(s³),

where a and b label Cartesian components and

A_ij = ψ_i ∇ψ_j − ψ_j ∇ψ_i

B_ij,ab = ψ_i ∂_a∂_b ψ_j − ψ_j ∂_a∂_b ψ_i.

All functions on the right are taken at r. The squared magnitude is

|s·A_ij|² + Re [ (s·A_ij)* Σ_{ab} s_a s_b B_ij,ab ] + O(s⁴).

The middle term is cubic in s. It changes sign when s is replaced by −s, so its average over directions is zero. For the first term we need the average of s_a s_b. If a ≠ b, reflection of one axis shows that it vanishes. If a = b, the three averages are equal by rotation and add to s², so each is s²/3. Writing ⟨...⟩ for the average over directions,

⟨|s·A_ij|²⟩ = (s²/3) |A_ij|²,

where |A_ij|² is the sum of the squared magnitudes of the three components. Therefore

⟨P_c(r,r+s)⟩ = (s²/3) D(r) + O(s⁴)    (3)

D = (1/ρ) Σ_{i<j} |ψ_i ∇ψ_j − ψ_j ∇ψ_i|².    (4)

The number D sets how fast the conditional density grows away from the reference electron. A small D means that another electron of the same spin is unlikely to be found close by. Its unit is bohr^−5, because P_c has unit bohr^−3 and is divided by s².

### (c) From pairs of orbitals to local quantities

Equation (4) is a sum over pairs. Rewrite D in terms of ρ, τ and j, and interpret the result.

**Solution.** Write the sum over i < j as half the sum over all i and j, and expand the square:

Σ_{i<j} |A_ij|² = ½ Σ_{ij} [ |ψ_i|² |∇ψ_j|² + |ψ_j|² |∇ψ_i|² − 2 Re( ψ_i ∇ψ_j · ψ_j* ∇ψ_i* ) ].

Each of the first two terms sums to ρτ. For the cross term define the complex vector

G = Σ_i ψ_i* ∇ψ_i.

The factors in the cross term can be grouped as (ψ_i ∇ψ_i*)·(ψ_j* ∇ψ_j). Their sums over i and j are G* and G, so the cross term contributes −G*·G = −|G|². We have obtained

Σ_{i<j} |A_ij|² = ρτ − |G|².

The imaginary part of G is j by definition. Its real part follows from the product rule:

∇ρ = Σ_i (ψ_i* ∇ψ_i + ψ_i ∇ψ_i*) = G + G* = 2 Re G.

Thus G = ½∇ρ + i j, where i in front of j is the imaginary unit, and |G|² = ¼|∇ρ|² + |j|². Division by ρ gives

D = τ − |∇ρ|²/(4ρ) − |j|²/ρ.    (5)

From equation (4), D ≥ 0 as well.

To interpret the terms, consider one orbital that has the same density, density gradient and current at the point in question. As part (e) will make explicit, its value of τ is the sum of the two subtracted terms. Half of D is therefore the kinetic-energy density in excess of that of one orbital. The excess comes from occupying several different orbitals, which the Pauli principle requires.

The current term follows from the pair probability; it is not an optional correction. If every orbital is real, then j = 0 and it drops out. Multiplying all orbitals by a common position-dependent phase exp(iΛ) leaves D unchanged, because in A_ij the two terms that contain ∇Λ cancel. Neither the current term nor τ alone has this property.

A second invariance matters when orbitals are interpreted. A unitary mixing of the occupied orbitals leaves γ unchanged. By equation (1) it leaves P unchanged, and hence D also. Delocalized molecular orbitals and localized combinations of them give the same result.

Equation (3) can be compared with equation (5) at the point (0.7, 0.4, 0.6) bohr for two same-spin electrons in σ_g and σ_u. Equation (5) gives D = 0.028770 bohr^−5 in this basis. Larger bases give about 0.0294, which does not affect the comparison, since both equations use the same orbitals. The quantity 3⟨P_c⟩/s², taken at finite distance, is 0.028299 at s = 0.40 bohr, 0.028670 at 0.20 bohr and 0.028746 at 0.10 bohr, all in bohr^−5. Halving s from 0.10 to 0.05 bohr reduces the difference from D by a factor of 4.040. A factor near four is expected, since the O(s⁴) remainder in equation (3) becomes a term proportional to s² after division by s².

### (d) A reference and a scale

The value of D depends on the density, so it cannot be compared directly between a dense and a dilute region. Calculate D for a uniform electron gas with the same spin density, and use it to form a dimensionless function that lies between zero and one.

**Solution.** In a large volume the occupied orbitals are plane waves with wave vectors k filling a sphere of radius k_F. The number of wave vectors per unit volume of space is dk/(2π)³, so

ρ = (2π)^(−3) (4π/3) k_F³ = k_F³/(6π²), or k_F = (6π²ρ)^(1/3).

The density matrix depends on s = r' − r alone:

γ(s) = (2π)^(−3) ∫_{k<k_F} exp(−i k·s) dk.

Expand the exponential. The odd terms vanish because k and −k are both occupied. In the quadratic term the average of (k·s)² over directions is k²s²/3, by the same argument as in part (b). The mean of k² in the sphere is

∫_0^{k_F} k⁴ dk / ∫_0^{k_F} k² dk = (k_F⁵/5)/(k_F³/3) = (3/5) k_F².

Consequently

γ(s) = ρ [ 1 − ½ (s²/3)(3/5) k_F² + O(s⁴) ] = ρ [ 1 − k_F² s²/10 + O(s⁴) ].

Squaring doubles the quadratic coefficient:

P_c = ρ − γ²/ρ = ρ k_F² s²/5 + O(s⁴).

Comparison with (s²/3)D₀ gives

D₀ = (3/5) k_F² ρ = (3/5)(6π²)^(2/3) ρ^(5/3).    (6)

Equation (5) gives the same answer: the gas has no density gradient and no net current, and its τ is ρ times the mean of k². For k_F = 1.3 bohr^−1, a numerical integration over the sphere gives D₀ = 0.03762 bohr^−5, in agreement with equation (6).

The ratio χ = D/D₀ is dimensionless and nonnegative. The usual localization function maps it as

ELF = 1/(1 + χ²).    (7)

A vanishing D gives the upper end of the scale, the uniform gas has χ = 1 and gives ½, and a large χ gives a value near zero. The pair probability determines D. The choice of the uniform gas as reference, the square and the form of equation (7) are conventions. Another decreasing function of χ would keep the order of the values but change their size.

In a closed-shell determinant the two spins have equal densities. If D and D₀ are both summed over spin, each doubles and χ is unchanged. In terms of the total density n = 2ρ, the summed reference is

2 (3/5)(6π²)^(2/3) (n/2)^(5/3) = (3/5)(3π²)^(2/3) n^(5/3).

The different numerical factor reflects the density used and does not define a different function.

## Second half: one electron, and what changes with more

The symbols carried over are the density ρ of one spin, τ = Σ_i |∇ψ_i|² without a factor ½, and the current j = Im Σ_i ψ_i*∇ψ_i. For a determinant of smooth orbitals, the conditional density P_c of a second electron of the same spin, averaged over directions at distance s, is (s²/3)D + O(s⁴), where

D = τ − |∇ρ|²/(4ρ) − |j|²/ρ = (1/ρ) Σ_{i<j} |ψ_i∇ψ_j − ψ_j∇ψ_i|².

The uniform gas has D₀ = (3/5)k_F²ρ with k_F = (6π²ρ)^(1/3), and ELF = 1/(1 + χ²) with χ = D/D₀. The orbitals σ_g and σ_u are the two lowest of H2+, with protons at z = ±1 bohr.

### (e) One electron in the spin channel

Evaluate the localization function for an arbitrary one-electron density, first from the pair probability and then from the local formula. State what happens at a node.

The same-spin pair density has now led to a local formula for D and, with the uniform gas as reference, to ELF. What remains is to answer part (e) for one electron, and then to treat currents, a second orbital, mixtures, the numbers for H2+ and the reading of ELF in a chalcogenide.
